# Square-gradient minimisation for excited determinants: gradient, conditioning and spurious minima

The excited determinants considered here are stationary points of the mean-field energy $E$ at which the orbital Hessian $H$ has negative eigenvalues. A descent step $\delta\to\delta-\alpha H\delta$ multiplies the error $\delta$ along an eigenvector with eigenvalue $h<0$ by $1+\alpha|h|>1$, so an energy minimiser walks away from the state. Minimising $\Delta=|g|^2$, the squared orbital gradient, cures this, because $\Delta\ge0$ and $\Delta=0$ at each stationary point. Used blindly, the cure fails in three ways: the finite difference that supplies $\nabla\Delta$ loses its digits near convergence, descent slows by a large factor, and the optimiser can stop where $g\ne0$, at orbitals that solve no self-consistent equation. A two-site model shows the last two by hand.

## Two sites, two angles

Take the Hubbard dimer with hopping $t>0$, site energies $\mp\delta/2$, on-site repulsion $U$, and one electron of each spin $\sigma$ in the real orbital $(\cos\theta_\sigma,\sin\theta_\sigma)$. Put $x_\sigma=2\theta_\sigma$. The one-electron energy is $-\frac\delta2(\cos^2\theta-\sin^2\theta)-2t\sin\theta\cos\theta=-\frac\delta2\cos x-t\sin x$. The site occupations are $(1\pm\cos x_\sigma)/2$, and the sum over sites of the product of the two spin occupations is $(1+\cos x_\alpha\cos x_\beta)/2$. Hence
$$E=\sum_\sigma\Big[-t\sin x_\sigma-\frac\delta2\cos x_\sigma\Big]+\frac U2(1+\cos x_\alpha\cos x_\beta).$$
Orbitals with $\sin x<0$ are antibonding. The gradient with respect to the rotation angle is $g_\alpha=2\,\partial E/\partial x_\alpha$:
$$g_\alpha=a(x_\alpha)-U\sin x_\alpha\cos x_\beta,\qquad a(x)=-2t\cos x+\delta\sin x,$$
with $a''=-a$, and $g_\beta$ follows by exchanging labels. With $H_{\sigma\tau}=\partial g_\sigma/\partial\theta_\tau$ symmetric, the chain rule gives $\partial_\tau\Delta=2\sum_\sigma g_\sigma H_{\sigma\tau}$, that is $\nabla\Delta=2Hg$.

Write $x_\alpha=x+y$, $x_\beta=x-y$. Since $\sin(x+y)\cos(x-y)=\frac12(\sin2x+\sin2y)$,
$$g_{\alpha,\beta}=a(x\pm y)-\tfrac U2\sin2x\mp\tfrac U2\sin2y .$$
On the line $y=0$ both components equal $\gamma(x)=a(x)-\frac U2\sin2x$. Exchange of the spins maps $y\to-y$, so there the unit vectors $n=(1,1)/\sqrt2$ and $m=(1,-1)/\sqrt2$ diagonalise both $H$ and the Hessian of $\Delta$. A move $\tau n$ changes $x$ by $\sqrt2\tau$, so $dg_\alpha/d\tau=\sqrt2\gamma'$; this equals $(Hn)_\alpha=h_s/\sqrt2$. A move $\tau m$ changes $y$ by $\sqrt2\tau$, so $dg_\alpha/d\tau=\sqrt2(a'-U)=h_a/\sqrt2$. Therefore
$$h_s=2\gamma'=2(a'-U\cos2x),\qquad h_a=2(a'-U)=h_s-4U\sin^2x .$$

The curvatures of $\Delta$ follow in the same way, with a factor $(\sqrt2)^2=2$ from the change of variable. Along $n$, $\Delta=2\gamma^2$ has $x$-curvature $4\gamma'^2+4\gamma\gamma''$. Along $m$, $\partial_yg_{\alpha,\beta}=\pm(a'-U)$ and $\partial_y^2g_{\alpha,\beta}=a''=-a$ at $y=0$, so $\partial_y^2\Delta=2\sum_\sigma[(\partial_yg_\sigma)^2+g_\sigma\partial_y^2g_\sigma]=4(a'-U)^2-4\gamma a$. Thus
$$\lambda_s=2h_s^2+8\gamma\gamma'',\qquad\lambda_a=2h_a^2-8\gamma a,$$
$$\gamma''=-a+2U\sin2x=\tfrac{3U}2\sin2x-\gamma,\qquad a=\gamma+\tfrac U2\sin2x .$$

At a solution $\gamma=0$, so the curvatures are $2h_s^2$ and $2h_a^2$: positive whatever the signs of $h$, with a ratio that is the square of $h_a/h_s$. But $g=\sqrt2\gamma\,n$ gives $\nabla\Delta=2\sqrt2\,\gamma h_s\,n$, which also vanishes where $h_s=0$ and $\gamma\neq0$. Such a point is a minimum of $\Delta$ if $\gamma\gamma''>0$ and $\lambda_a>0$. At $U=0$ it cannot be, because $\lambda_s=-8\gamma^2<0$.

## Where two solutions annihilate

For $\delta>0$ the zeros of $\sin x\cos x$ are not roots of $\gamma$, and $\gamma=\sin x\cos x\,[\phi(x)-U]$ with
$$\phi=-\frac{2t}{\sin x}+\frac\delta{\cos x},\qquad\phi'=\frac{2t\cos x}{\sin^2x}+\frac{\delta\sin x}{\cos^2x}.$$
On $(0,\pi/2)$ and $(-\pi,-\pi/2)$ the two terms of $\phi'$ share a sign and $\phi$ runs between $-\infty$ and $+\infty$: one root each. On $(\pi/2,\pi)$, $\phi<0$: no root. On $(-\pi/2,0)$, $\phi\to+\infty$ at both ends, and $\phi'=0$ means $2t\cos^3x=-\delta\sin^3x$, which has one solution $x_c$. Set $-2t/\sin^3x_c=\delta/\cos^3x_c=K$; then $\phi(x_c)=K\sin^2x_c+K\cos^2x_c=K$. Calling this minimum $U_c$,
$$\sin x_c=-(2t/U_c)^{1/3},\quad\cos x_c=(\delta/U_c)^{1/3},\quad U_c^{2/3}=(2t)^{2/3}+\delta^{2/3},$$
the last from $\sin^2+\cos^2=1$. The line $y=0$ carries four solutions for $U>U_c$ and two for $U<U_c$. For $t=1$, $\delta=t$: $U_c=(2^{2/3}+1)^{3/2}\,t=4.161938\,t$, $x_c=-0.899908$ rad, $\sin2x_c=-0.973889$.

At $(x_c,U_c)$, $\gamma=\gamma'=0$ and $\gamma''=\frac32U_c\sin2x_c<0$. Because $\gamma$ is linear in $U$, $\gamma(x_c)=\gamma_0=-\frac12(U-U_c)\sin2x_c$, and to leading order $\gamma=\gamma_0+\frac12\gamma''(x-x_c)^2$; the extremum shifts by $O(U-U_c)$, which changes its height at second order. Let $\epsilon=|U-U_c|$.

Below the fold $\gamma_0=\frac12\epsilon\sin2x_c<0$. The local maximum of $\gamma$ stays negative, $h_s=0$ there, and
$$|g|\simeq\frac{|\sin2x_c|}{\sqrt2}\,\epsilon,\qquad\lambda_s=8\gamma_0\gamma''\simeq6U_c\sin^22x_c\;\epsilon>0,$$
while $\lambda_a\to2(4U_c\sin^2x_c)^2>0$. This is a strict minimum of $\Delta$ with $g\ne0$. Above the fold $\gamma_0>0$, the roots lie at $(x-x_c)^2=-2\gamma_0/\gamma''$, and $2h_s^2=8\gamma''^2(x-x_c)^2=-16\gamma_0\gamma''$, twice the magnitude found below. Between the roots $h_s=0$ again, now with $\lambda_s=8\gamma_0\gamma''<0$: a saddle of $\Delta$.

The slopes are $0.973889/\sqrt2=0.6886$ and $6\times4.161938\times0.973889^2=23.685\,t$. At $\epsilon=10^{-4}t$, a bounded line minimisation of $\Delta$ and second differences along $n$ give $|g|/\epsilon=0.6886$ and $\lambda_s/\epsilon=23.684\,t$ below the fold; above it, bracketed roots give $47.312\,t$ and $47.429\,t$ around $2\times23.685=47.37\,t$, and their midpoint gives $-23.685\,t$. The splitting has opposite signs because the cubic term of $\gamma$ corrects $\gamma'^2$ by a relative amount linear in $x-x_c=\pm O(\sqrt\epsilon)$.

At $\delta=0$ the argument fails. Then $x_c=-\pi/2$, $\sin2x_c=0$, both slopes vanish, and $\gamma=-\cos x\,(2t+U\sin x)$ keeps its root at $-\pi/2$ for each $U$: the bifurcation at $U_c=2t$ is a pitchfork, whose central solution survives.

Now take $U=4t$. The root of $h_s=4t\sin x+2\delta\cos x-2U\cos2x$ near $x_c$, found by bracketing, is $x=-0.906296$ rad, where $\sin x=-0.78723$, $\cos x=0.61667$, $\sin2x=-0.97091$. In units of $t$,
$$\gamma=-1.23333-0.78723+1.94182=-0.0787,\qquad h_a=-16(0.78723)^2=-9.9156 .$$
With the unrounded $\gamma=-0.078738\,t$, $|g|=\sqrt2|\gamma|=0.111352\,t$ and $\Delta=0.012399\,t^2$. Next $\gamma''=-5.82546+0.07874=-5.7467\,t$, $\lambda_s=8\times0.078738\times5.7467=3.620\,t^2$, $a=-0.07874-1.94182=-2.02056\,t$, and $\lambda_a=196.64-1.27=195.4\,t^2$. With $\epsilon=0.161938\,t$ the leading-order forms give $|g|=0.1115\,t$ and $\lambda_s=3.84\,t^2$, the latter 6% above the true value.

The minimiser described below, with the fixed choice $D=8t$ for both angles in place of step 1, started at $x=(-0.7999,-0.9599)$ rad, stops on this point after 10 iterations, at $E=3.718338\,t$, which is the energy of no self-consistent state. At $U=4.3\,t$ the same start reaches in 12 iterations the solution $x_\alpha=x_\beta=-0.75043$ rad, $E=3.932631\,t$, with $h_a=-9.8650\,t$ and $h_s=-1.8660\,t$. It is a maximum of $E$ and a minimum of $\Delta$, and the ratio $9.8650/1.8660=5.29$ becomes $27.9$.

## The general gradient

Let the orbitals be real and unrestricted, $i,j$ occupied, $a,b$ virtual, and let $E$ be a smooth function of the spin density matrices $P_\sigma=\sum_i\varphi_i\varphi_i^T$, as in Hartree-Fock theory and in Kohn-Sham theory with local, gradient-corrected or hybrid functionals. The Fock matrix is $F_\sigma=\partial E/\partial P_\sigma$. A move is $C\to Ce^K$ with $K_{ai}=\kappa_{ai}=-K_{ia}$ and other blocks zero. To first order $\varphi_i\to\varphi_i+\sum_a\kappa_{ai}\varphi_a$, so $\delta P=\sum\kappa_{ai}(\varphi_a\varphi_i^T+\varphi_i\varphi_a^T)$ and $\delta E=\mathrm{tr}\,F\delta P=2\sum\kappa_{ai}F_{ai}$. Hence $g_{ai}=2F_{ai}$, which in the dimer is $\partial E/\partial\theta$. Mixing occupied orbitals among themselves, or virtual ones, multiplies the block $F_{ai}$ by orthogonal matrices and leaves $\Delta=4\sum F_{ai}^2$ unchanged.

Define $g(\kappa)$ as $2F_{ai}$ evaluated in the moved orbitals $Ce^K$, and $H=\partial g/\partial\kappa$ at $\kappa=0$. The frame contributes $K^TF+FK$, with $(K^TF)_{ai}=\sum_jK_{ja}F_{ji}=-\sum_j\kappa_{aj}F_{ji}$ and $(FK)_{ai}=\sum_bF_{ab}\kappa_{bi}$. The density contributes a Coulomb change $\sum_{rs}(ai|rs)\delta P_{rs}=2\sum(ai|bj)\kappa_{bj}$ from either spin and an exchange change $-\sum_{rs}(ar|is)\delta P_{rs}=-\sum[(ab|ij)+(aj|ib)]\kappa_{bj}$ from the same spin. Doubling,
$$H_{ai\sigma,bj\tau}=2\delta_{\sigma\tau}(\delta_{ij}F_{ab}-\delta_{ab}F_{ij})+4(ai|bj)-2\delta_{\sigma\tau}[(ab|ij)+(aj|ib)].$$
Each term is unchanged by $ai\sigma\leftrightarrow bj\tau$, since $F$ is symmetric and real integrals have eightfold symmetry; $g=0$ was not used. For a local Kohn-Sham potential $\delta\rho_\tau=2\sum\kappa_{bj}\varphi_b\varphi_j$ replaces the exchange term by $4(ai|f^{\sigma\tau}_{xc}|bj)$, symmetric because the kernel $f_{xc}$ is a second derivative.

Follow the path $Ce^{\tau V}$ for a unit vector $v$, and write $g(\tau)$. Since $e^{(\tau+d\tau)V}=e^{\tau V}e^{d\tau V}$, $dE/d\tau=g(\tau)\cdot v$ at each $\tau$, so $E''=v\cdot Hv$ and $E'''=v\cdot g''$ at $\tau=0$. Also $d\Delta/d\tau=2g\cdot Hv=2(Hg)\cdot v$ by the symmetry of $H$, and therefore
$$\nabla\Delta=2Hg$$
at any point. The derivative $\partial E(Ce^K)/\partial\kappa$ in a fixed chart may replace $g(\kappa)$ to first order. The part of $e^{K+dK}$ linear in $dK$ is $dK+\frac12(K\,dK+dK\,K)+O(K^2)$, and multiplying on the left by $e^{-K}=1-K+\dots$ gives $dK-\frac12[K,dK]+O(K^2)$. A product of two occupied-virtual matrices is block diagonal, so the commutator leaves $P$ and $E$ unchanged and the two gradients differ at $O(\kappa^2)$.

The product $Hg$ needs no Hessian. Choose $v=\hat g=g/|g|$ and subtract the Taylor series of $g(\pm s)$. Even orders cancel, leaving $2sH\hat g+\frac13s^3g'''+O(s^5)$. Multiplying by $|g|/s$,
$$\nabla\Delta=\frac{|g|}s\,[g(+s)-g(-s)]-\frac{|g|s^2}3g'''+O(s^4),$$
at the price of two more Fock builds. If each computed $g$ carries an arithmetic error of norm $\varepsilon$, the quotient carries up to $2\varepsilon|g|/s$. With $\eta=|\nabla\Delta|/|g|$, the error of the product for a given central $g$, relative to $|\nabla\Delta|$, is bounded to this order by $(s^2|g'''|/3+2\varepsilon/s)/\eta$. Displacing by $\pm\lambda g$ and dividing by $\lambda$ is the same formula with $s=\lambda|g|$; at fixed $\lambda$ this round-off term grows as $1/|g|$ during convergence, and at fixed $s$ it does not. The error $\varepsilon$ in the central $g$ itself is separate: it changes $2Hg$ by up to $2\max|h|\,\varepsilon$, a relative $2\max|h|\,\varepsilon/(\eta|g|)$, which grows as $1/|g|$ for any way of forming the product, analytic included. The fixed-$\lambda$ bound $2\varepsilon/(\lambda|g|\eta)$ is $1/(\lambda\max|h|)$ times this one.

## Curvature at a solution

A second derivative along the path gives
$$\Delta''=2|g'|^2+2g\cdot g''=2\,v\cdot H^2v+2g\cdot g''.$$
At $g=0$ the Hessian of $\Delta$ is $2H^2$, with eigenvalues $2h^2$. If $H$ is nonsingular the point is a strict minimum of $\Delta$ whatever its index, and with $\kappa_H=\max|h|/\min|h|$ the condition number is $\kappa_H^2$. Away from $g=0$ the term $2g\cdot g''$ breaks this relation, as $\lambda_s$ and $\lambda_a$ showed.

In the linear regime $g=H\delta$ and $\nabla\Delta=2H^2\delta$. Steepest descent on $\Delta$ with step $1/(2h_{\max}^2)$ multiplies mode $h$ by $1-h^2/h_{\max}^2$, so the softest mode needs $\ln10/[-\ln(1-\kappa_H^{-2})]\approx\kappa_H^2\ln10$ steps per decade. Descent on $E$ at a minimum, with step $1/h_{\max}$, has $1-h/h_{\max}$ and needs about $\kappa_H\ln10$. Scaling the variables by a positive diagonal $D$, $\delta=D^{-1}z$, turns the Hessian into $2D^{-1}H^2D^{-1}=2(HD^{-1})^T(HD^{-1})$, whose eigenvalues are twice the squared singular values of $HD^{-1}$. The condition number is again a square, $\mathrm{cond}(HD^{-1})^2$.

A continuous symmetry broken by the determinant voids the statement. Let $w$ be the occupied-virtual part of its generator. Invariance of $E$ gives $g\cdot w=0$ everywhere; differentiating along $v$, $(Hv)\cdot w+g\cdot w'=0$, so $Hw=0$ at $g=0$. Then $\Delta=0$ on a whole orbit of equivalent solutions, and $\kappa_H$ has meaning on the complement of $w$.

## Spurious minima in general

Since $\nabla\Delta=2Hg$, a critical point of $\Delta$ has either $g=0$, or $g\ne0$ and $H\hat g=0$. In the second case $H$ is singular with the gradient as null vector, and $E''=\hat g\cdot H\hat g=0$ along the steepest line while $E'=|g|$. Putting $v=\hat g$ in $\Delta''$ removes the first term, and $g\cdot g''=|g|E'''$, so
$$\Delta''(\hat g)=2|g|\,E'''(\hat g)\ge0$$
is necessary for a minimum; when the inequality is strict, the slope of $E$ along its own gradient line has a positive minimum. A sufficient condition for a strict minimum is $\Delta''>0$ for all $v$. In the dimer at $U=4t$, $\hat g=-n$, $dE/d\tau=-\sqrt2\gamma$, and $E'''=-2\sqrt2\gamma''=16.254\,t$, so $2\times0.111352\times16.254=3.620\,t^2=\lambda_s$.

The fold result carries over. Let a parameter take its critical value at a point with $g=0$ where $H$ has one null vector $n$. Let $\xi$ be the coordinate along $n$ and $y$ the others. Assume $c=E'''(n)\neq0$ and that the parameter changes $n\cdot g$ at first order; call that change $\mu$. The transverse block $H_\perp$ is invertible, so $g_y=0$ has a solution $y=O(\mu,\xi^2)$, on which $g_\xi=\mu+\frac12c\xi^2+O(\mu\xi,\xi^3,\mu^2)$. Stationarity of $\Delta$ in $y$ reads $H_\perp g_y+H_{y\xi}g_\xi=0$ with $H_{y\xi}=O(\xi,\mu)$, so $g_y=O(\xi,\mu)\,g_\xi$, and $g_y^2$, like the $O(\kappa^2)$ difference between chart and frame, alters $\Delta$ by a relative amount of second order. To leading order the reduced function is
$$\Delta(\xi)=\big(\mu+\tfrac12c\xi^2\big)^2,\qquad\Delta''=2\mu c+3c^2\xi^2 .$$
For $\mu c>0$ it has one minimum, at $\xi=O(\mu)$, with $|g|\simeq|\mu|$ and curvature $2\mu c$; the transverse block $2H_\perp^2+O(\mu)$ is positive, so the minimum is strict for small $\mu$. For $\mu c<0$ there are solutions at $\xi^2=-2\mu/c$ with curvature $2\mu c-6\mu c=4|\mu c|$ and a saddle between them. The dimer has $\mu=\sqrt2\gamma_0$, $c=2\sqrt2\gamma''$, $2\mu c=8\gamma_0\gamma''$. A state followed along a parameter through such a fold therefore continues without a jump (its position $\xi\propto\sqrt{|\mu|}$ joins $\xi=O(\mu)$ at the fold) as a minimum of $\Delta$ after it has ceased to exist.

The ratio $\eta=2|H\hat g|$ tells the cases apart. It is bounded below by $2\min|h|$, which stays finite near a nonsingular solution, and it tends to zero at a spurious point. Near a solution whose only zero mode is a broken-symmetry generator $w$ that bound is empty, but $g\cdot w=0$ keeps $\hat g$ in the complement of $w$, so to leading order $\min|h|$ may be taken on that complement. A test on $|\nabla\Delta|$ alone cannot do so. A threshold on $\eta$ must exceed the absolute error $s^2|g'''|/3+2\varepsilon/s$, and near a fold, where $\min|h|\propto\sqrt{|\mu|}$, the margin shrinks.

## The method

1. Occupy the target orbitals, diagonalise $F$ within the occupied and within the virtual block, and set $D_{ai}=\max(2|\epsilon_a-\epsilon_i|,D_0)$. The first term of $H$ suggests this choice; the floor $D_0$ guards against small gaps. Start from $B=1/(2D^2)$, the inverse of $2H^2$ if $|H|$ were $D$.
2. Compute $g$ and $G=\nabla\Delta$ at fixed $s$. Report a solution if $|g|$ is below its threshold and a stall if $\eta$ is below its own.
3. Take $p=-BG$, cap its length, and halve it until $\Delta$ falls by a set fraction of $|p\cdot G|$. Move $C\to Ce^{K(p)}$.
4. With $u=G_{\rm new}-G$ in moving-frame components and $p\cdot u>0$, apply the BFGS update $B\to WBW^T+pp^T/(p\cdot u)$, $W=1-pu^T/(p\cdot u)$. As $W^Tu=0$, the new $B$ obeys the secant condition $Bu=p$.

## Hydrogen fluoride

Take a bond length of 1.7 bohr, a round value near equilibrium, at the unrestricted Hartree-Fock level in the 6-31G basis: 5 occupied and 6 virtual orbitals per spin, 60 rotations. The ground energy is $-99.98289993\,E_h$. Moving one $\alpha$ electron from $3\sigma$ to $4\sigma$ in the ground-state orbitals gives $E=-99.38749854\,E_h$, $|g|=0.810163\,E_h$ and, from the explicit $H$, $|2Hg|=14.1834\,E_h^2$. Central differences of $\Delta$ along all 60 axes reproduce $2Hg$ to $2\times10^{-9}$ of its norm. Halving a small random displacement reduces the gap between chart and frame gradients by 4.000.

The error of the two-point product, relative to $|2Hg|$:

| $s$ (rad) | error |
|---|---|
| $10^{-1}$ | $1.8\times10^{-3}$ |
| $10^{-2}$ | $1.8\times10^{-5}$ |
| $10^{-4}$ | $1.8\times10^{-9}$ |
| $10^{-5}$ | $9.6\times10^{-11}$ |
| $10^{-7}$ | $9.9\times10^{-9}$ |
| $10^{-9}$ | $8.3\times10^{-7}$ |

The first three rows follow $0.18\,s^2$ and the last three about $10^{-15}/s$, the two terms derived above; their sum is least where $0.36\,s=10^{-15}/s^2$, near $s=10^{-5}$ rad. Close to the solution, at $|g|=3.4\times10^{-9}E_h$ and measured against $2Hg$ formed from the same computed $g$ (so that the error of $g$ itself does not enter), $s=10^{-4}$ rad still gives $8\times10^{-9}$, whereas $\lambda=10^{-3}E_h^{-1}$ means $s=3.4\times10^{-12}$ rad and gives $9\times10^{-4}$. With the PBE functional on a coarse atom-centred grid and the same starting orbitals, $|g|=0.840\,E_h$, $|\nabla\Delta|=22.58\,E_h^2$ (22.59 on finer grids), and the product matches differences of $\Delta$ along two random directions to $5\times10^{-9}$ of $|\nabla\Delta|$.

With $D_0=0.5\,E_h$ the method reaches $E=-99.44482646\,E_h$ in 20 iterations, the value that a maximum-overlap SCF from the same occupation gives to all eight decimals. The overlap with the starting determinant is 0.983. The excitation energy is $99.98289993-99.44482646=0.538073\,E_h=14.64$ eV. It is the value of this model. The basis is far from complete: the same determinant lies at 13.43 eV in aug-cc-pVDZ and 13.29 eV in aug-cc-pVTZ. Correlation is omitted, and so is spin purification: $\langle S^2\rangle=0.97$ is close to the 1 of an equal mixture of singlet (0) and triplet (2).

After Newton refinement $H$ has three negative eigenvalues, $-1.0930$ and twice $-0.3411\,E_h$, and $\max|h|=55.2652\,E_h$. Then $\kappa_H=55.2652/0.34111=162.0$ and $\kappa_H^2=2.625\times10^4$. These numbers belong to the basis: in aug-cc-pVDZ the index is still three, but $\kappa_H=215$ and the smallest $|h|$, $0.283\,E_h$, is that of a positive eigenvalue. The Hessian of $\Delta$ built from four-point second differences of $\Delta$ values has extreme eigenvalues $0.23271$ and $6108.5\,E_h^2$, equal to $2\times0.34111^2$ and $2\times55.2652^2$. On the softest eigenvector $\eta=0.6822\,E_h$, which attains the bound $2\min|h|$. With $D$ from the converged orbitals, $\mathrm{cond}(HD^{-1})=9.348$ and the scaled Hessian of $\Delta$ has $9.348^2=87.4$.

Descent rates were measured by displacing slightly along the softest eigenvector and following the decay of the projection of $g$ on it. The ground state has $\kappa_H=55.0393/0.77062=71.42$ and can be reached either way: 163 steps per decade on $E$, 11745 on $\Delta$, a ratio of 72. The excited state needs 60441, against $2.3026\times26250=6.044\times10^4$.

The $1\pi\to4\sigma$ determinant breaks the axial symmetry. The method converges in 18 iterations to 9.77 eV (the same determinant lies at 8.95 eV in aug-cc-pVTZ), and the two smallest $|h|$ are $2\times10^{-9}$ and $0.3715\,E_h$: a zero mode with $g=0$, not a spurious point. A frozen-orbital argument shows where the negative eigenvalues of the $3\sigma\to4\sigma$ state come from. With other orbitals frozen the Hartree-Fock energy is quadratic in one orbital, since its Coulomb and exchange self-terms cancel, so rotating it by $\theta$ toward a virtual one gives $A\cos^2\theta+B\sin^2\theta+R\sin2\theta$ and curvature $2(B-A)$, twice the frozen energy difference of the two determinants. In the converged canonical orbitals this is $-0.985\,E_h$ for the return $4\sigma\to3\sigma$ and $-0.290\,E_h$ for each $1\pi\to3\sigma$ filling of the hole; these are diagonal elements of $H$. The eigenvectors of $-1.093$ and $-0.341\,E_h$ carry 98% and 97% of their squared norm on these $\alpha$ rotations, and coupling to the other rotations accounts for the difference between the diagonal elements and the eigenvalues. Differences of relaxed energies, $-2\times0.538=-1.08\,E_h$ and $-2\times0.179=-0.36\,E_h$ (from $14.642-9.773=4.869$ eV), also lie close, but the formula does not apply to them.
